\section*{Adiabatic and Nonadiabatic Nuclear-Mass Effects in One-Electron Atoms, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I work with one-electron atoms in the nonrelativistic model. My understanding is that the Born--Oppenheimer expansion attaches an electronic orbital to each position of the nucleus, and that keeping a single orbital (the adiabatic picture) leaves the electron with its bare mass. The reduced mass arises because the nucleus recoils against the electron, which sounds like a coupling of electronic and nuclear motion. So I have been counting the whole reduced-mass shift of the hydrogen levels as nonadiabatic. Is that right? If it is not, which part of the shift does the adiabatic picture contain, and at what order in the mass ratio does it first fail? I would also like to know whether the answer carries over to the electron density at the nucleus, which I need for the nuclear-size shift.

\section*{Answer}

It is not right for energies. The clamped-nucleus energy contains no nuclear mass, but the adiabatic energy also contains the diagonal Born--Oppenheimer correction (DBOC), and for a one-electron atom this term is the entire first-order reduced-mass shift. For an atom at rest the nonadiabatic terms start at $1/M^2$. For the wave function, and so for the density at the nucleus, your suspicion is correct, with a qualification for the size shift that comes near the end.

\subsection*{Model and exact levels}

I use atomic units. The electron has mass 1 and position $\mathbf r$; the nucleus has mass $M$, charge $Z$ and position $\mathbf R$; spin, relativity and external fields are absent. Let $\epsilon=1/M$, $\mathbf x=\mathbf r-\mathbf R$, $x=|\mathbf x|$, $\mathbf p=-i\nabla_{\mathbf x}$, $T=p^2/2$. The Hamiltonian is
\begin{equation}
H=-\frac{\epsilon}{2}\nabla_{\mathbf R}^2-\frac12\nabla_{\mathbf r}^2+V(|\mathbf r-\mathbf R|).
\end{equation}
The clamped-nucleus states are $\chi_k(\mathbf r-\mathbf R)$, eigenfunctions of $H_0=T+V(x)$ with energies $E_k$. For $V=-Z/x$ the bound levels are $E_n=-Z^2/2n^2$.

The Born--Huang expansion is $\Psi=\sum_k F_k(\mathbf R)\chi_k(\mathbf r-\mathbf R)$, the sum including the continuum. \emph{Adiabatic} will mean that one term is kept. Since $H$ is unchanged when both particles are shifted together, we may take
\begin{equation}
\Psi=e^{i\mathbf P\cdot\mathbf R}\,\psi(\mathbf r-\mathbf R),\qquad \psi=\sum_k c_k\chi_k .
\end{equation}
On a function of $\mathbf r-\mathbf R$ one has $\nabla_{\mathbf r}=\nabla_{\mathbf x}$ and $\nabla_{\mathbf R}=-\nabla_{\mathbf x}$. Therefore $-i(\nabla_{\mathbf r}+\nabla_{\mathbf R})\Psi=\mathbf P\Psi$, so $\mathbf P$ is the total momentum, while the nuclear momentum $-i\nabla_{\mathbf R}$ acts on $\psi$ as $\mathbf P-\mathbf p$. The operator acting on $\psi$ is
\begin{equation}\label{eq:HP}
H_{\mathbf P}=\frac{\epsilon}{2}(\mathbf P-\mathbf p)^2+H_0
=H_0+\frac{\epsilon P^2}{2}-\epsilon\,\mathbf P\cdot\mathbf p+\epsilon T .
\end{equation}
Its diagonal elements in the basis $\chi_k$ are the adiabatic energies; its off-diagonal elements are the nonadiabatic couplings.

The exact levels follow by completing the square. With $1/\mu=1+\epsilon$, that is $\mu=M/(M+1)$, and $\mathbf k=\epsilon\mathbf P/(1+\epsilon)=\mathbf P/(M+1)$,
\begin{align}
\frac{1+\epsilon}{2}p^2-\epsilon\mathbf P\cdot\mathbf p+\frac{\epsilon P^2}{2}
&=\frac{(\mathbf p-\mathbf k)^2}{2\mu}-\frac{\epsilon^2P^2}{2(1+\epsilon)}+\frac{\epsilon P^2}{2}\nonumber\\
&=\frac{(\mathbf p-\mathbf k)^2}{2\mu}+\frac{P^2}{2(M+1)},
\end{align}
because $\epsilon-\epsilon^2/(1+\epsilon)=\epsilon/(1+\epsilon)=1/(M+1)$. The factor $e^{i\mathbf k\cdot\mathbf x}$ removes the shift $\mathbf k$. For the Coulomb potential the substitution $\mathbf y=\mu\mathbf x$ turns $p^2/2\mu-Z/x$ into $\mu\,(p_y^2/2-Z/y)$. Hence
\begin{equation}\label{eq:exact}
E=\frac{P^2}{2(M+1)}+\mu E_n,\qquad
\psi=e^{i\mathbf k\cdot\mathbf x}\mu^{3/2}\chi_n(\mu\mathbf x),
\end{equation}
with $\mu=1-\epsilon+\epsilon^2-\dots$, a geometric series that converges for $\epsilon<1$. The task is to assign each term of this expansion to a diagonal or an off-diagonal element of \eqref{eq:HP}.

\subsection*{The diagonal correction}

A state $\chi_n$ of definite parity has $\langle\mathbf p\rangle=0$, so the diagonal element of \eqref{eq:HP} is $E_n+P^2/2M+\epsilon\langle T\rangle$. The last term is the DBOC in its usual definition:
\begin{equation}
E_{\rm DBOC}=\frac{1}{2M}\langle\nabla_{\mathbf R}\chi|\cdot|\nabla_{\mathbf R}\chi\rangle
=\frac{1}{2M}\langle\chi|p^2|\chi\rangle=\epsilon\langle T\rangle .
\end{equation}
The recoil you describe is present here. The adiabatic function depends on $\mathbf R$ through the orbital as well as through $F$, and in it the nucleus carries momentum $\mathbf P-\mathbf p$. Its kinetic energy includes the spread $\langle p^2\rangle/2M$ although a single orbital is occupied.

The definition can be evaluated with no reference to $T$, from the overlap of the orbitals of two nuclear positions a distance $d$ apart along $z$: $S(d)=\langle e^{-idp_z}\rangle=1-d^2\langle p_z^2\rangle/2+\dots$, the linear term vanishing by parity. An s state has $\langle p_z^2\rangle=\langle p^2\rangle/3=2\langle T\rangle/3$, so $M E_{\rm DBOC}=\lim_{d\to0}3[1-S(d)]/d^2$. In the numerical check, quadrature of the overlap gives $0.500000$ hartree for 1s and $0.125000$ hartree for 2s of hydrogen.

To get $\langle T\rangle$ in general, and the second order with it, introduce the generator of dilations
\begin{equation}
A=-\left(\mathbf x\cdot\nabla+\tfrac32\right).
\end{equation}
Integration by parts gives $\int f^*\,\mathbf x\cdot\nabla g=-\int g\,(3f^*+\mathbf x\cdot\nabla f^*)$, so $(\mathbf x\cdot\nabla)^\dagger=-3-\mathbf x\cdot\nabla$ and $A^\dagger=-A$. From $\partial_i\partial_i(x_j\partial_jf)=x_j\partial_j\partial_i\partial_if+2\partial_i\partial_if$ follows $[\nabla^2,\mathbf x\cdot\nabla]=2\nabla^2$, and the two minus signs in $T=-\nabla^2/2$ and in $A$ cancel:
\begin{equation}\label{eq:TA}
[T,A]=\tfrac12[\nabla^2,\mathbf x\cdot\nabla]=\nabla^2=-2T .
\end{equation}
For the potential, $[V,A]f=-V\,\mathbf x\cdot\nabla f+\mathbf x\cdot\nabla(Vf)=xV'f$, and $V=-Z/x$ has $xV'=Z/x=-V$. Adding,
\begin{equation}\label{eq:HA}
[H_0,A]=-2T-V=-(T+H_0).
\end{equation}
The expectation value of $[H_0,A]$ in $\chi_n$ is $E_n\langle A\rangle-\langle A\rangle E_n=0$; moving $H_0$ to the left produces no surface term, since $\chi_n$, $A\chi_n$ and their radial derivatives are finite at the origin and decay at infinity. Thus $\langle T\rangle=-E_n$, the virial theorem, and
\begin{equation}
E_{\rm DBOC}=-\epsilon E_n=\frac{Z^2}{2n^2M},\qquad E_{\rm ad}=\frac{P^2}{2M}+(1-\epsilon)E_n .
\end{equation}
This is the first-order term of $\mu E_n$ in \eqref{eq:exact}. For hydrogen 1s it is $1/2M$; in general it scales as $(Z/n)^2$.

The first-order agreement does not depend on the Coulomb form. At $\mathbf P=0$, \eqref{eq:HP} reads $H_0+\epsilon T=p^2/2\mu+V$ for any central $V$, and $\epsilon\langle T\rangle$ is its first-order energy. Only the step $\langle T\rangle=-E$ is special. For a uniformly charged sphere of radius $0.5$ bohr and $Z=1$, numerical integration of the radial equation gives $E=-0.449735$ and $\langle T\rangle=0.381023$ hartree. The remainder $E(\epsilon)-E(0)-\epsilon\langle T\rangle$ is $-1.2266\times10^{-4}$ hartree at $\epsilon=0.02$ and $-3.0908\times10^{-5}$ hartree at $\epsilon=0.01$. The ratio $3.968$ is tested against the value 4 of a quadratic term; the higher terms of the series change it by a relative amount of order $\epsilon$.

For $n\ge2$ the Coulomb levels are degenerate, and a coupling inside a shell would act at first order. There is none. $T$ is a scalar, so it conserves $l$ and $m$, and a shell holds one state for each $l,m$. For the other coupling, $[H_0,z]=-\partial_z=-ip_z$, so $p_z=i[H_0,z]$ and
\begin{equation}\label{eq:pz}
\langle j|p_z|k\rangle=i(E_j-E_k)\langle j|z|k\rangle ,
\end{equation}
which vanishes for $E_j=E_k$. The program confirms that the 2s--2p element vanishes while the 1s--2p element does not.

\subsection*{Second order for the atom at rest}

At $\mathbf P=0$ the perturbation is $\epsilon T$. Apply \eqref{eq:HA} to $\chi_n$: the left side is $(H_0-E_n)A\chi_n$, the right side is $-(T+E_n)\chi_n=-(T-\langle T\rangle)\chi_n$. This is the first-order equation of perturbation theory. $A$ acts on the real radial function only, so $\langle A\rangle$ is real, and an anti-Hermitian operator with a real expectation value has $\langle A\rangle=0$. $A\chi_n$ has the same $l,m$ as $\chi_n$, so it is orthogonal to the whole shell. Therefore
\begin{equation}\label{eq:chi1}
\chi^{(1)}={\sum_k}'\,\chi_k\frac{\langle k|T|n\rangle}{E_n-E_k}=A\chi_n ,
\end{equation}
the prime excluding the shell. It agrees with \eqref{eq:exact}: $\partial_\mu[\mu^{3/2}\chi(\mu\mathbf x)]=(\tfrac32+\mathbf x\cdot\nabla)\chi$ at $\mu=1$, and $d\mu/d\epsilon=-1$ at $\epsilon=0$. The second-order coefficient $\langle TA\rangle$ is real, so it equals the mean of itself and its conjugate $\langle A^\dagger T\rangle=-\langle AT\rangle$:
\begin{equation}
E^{(2)}={\sum_k}'\,\frac{|\langle k|T|n\rangle|^2}{E_n-E_k}=\langle TA\rangle=\tfrac12\langle[T,A]\rangle=-\langle T\rangle=E_n ,
\end{equation}
by \eqref{eq:TA}. The off-diagonal couplings thus give $\epsilon^2E_n$, the next term of $\mu E_n$. To all orders,
\begin{equation}\label{eq:rest}
\mu E_n-(1-\epsilon)E_n=E_n\frac{1-(1-\epsilon)(1+\epsilon)}{1+\epsilon}=E_n\frac{\epsilon^2}{1+\epsilon}.
\end{equation}
Equivalently $E_{\rm ad}/E=(1-\epsilon)(1+\epsilon)=1-\epsilon^2$ at $\mathbf P=0$: the adiabatic binding energy is too small by the fraction $\epsilon^2$ of the exact one. For 1s the negative sign of \eqref{eq:rest} is required, because $E_{\rm ad}$ is an expectation value of $H$ and lies above the ground state. The same argument covers the lowest level of each $l$ (2p, 3d, \dots), because $H_0+\epsilon T$ conserves $l$ and $m$. For levels with radial nodes, such as 2s, lower states of the same $l$ enter the sum with positive terms, and the sign is the result of the calculation. The program tests the two commutators and the first-order equation symbolically, and it tests $E^{(2)}$ and \eqref{eq:rest} by diagonalization in a Laguerre basis whose exponent matches none of the levels, for 1s, 2s, 2p and 3d with $Z=1$ and $2$.

The states that are mixed in can be identified for hydrogen 1s. For $k\ne1$, $T=H_0+1/x$ and orthogonality give $\langle ks|T|1s\rangle=\langle ks|x^{-1}|1s\rangle$. The radial functions are
\begin{equation}
R_{k0}=2k^{-3/2}e^{-x/k}\sum_{j=0}^{k-1}\binom{k-1}{j}\frac{(-2x/k)^j}{(j+1)!},\qquad R_{10}=2e^{-x}.
\end{equation}
With $s=1+1/k$ and $\int_0^\infty x^{j+1}e^{-sx}dx=(j+1)!/s^{j+2}$ the factorials cancel and the binomial theorem sums the rest:
\begin{align}
\langle ks|x^{-1}|1s\rangle&=\frac{4k^{-3/2}}{s^2}\sum_j\binom{k-1}{j}\Big(\frac{-2}{ks}\Big)^j
=\frac{4k^{-3/2}}{s^2}\Big(1-\frac{2}{ks}\Big)^{k-1}\nonumber\\
&=\frac{4k^{1/2}}{(k+1)^2}\Big(\frac{k-1}{k+1}\Big)^{k-1},
\end{align}
where $ks=k+1$ was used. The formula is tested against direct integration for $k=2$ to $5$. For $k=2$ it is $4\sqrt2/27$; its square $32/729$ divided by $E_1-E_2=-3/8$ gives $-0.117055$ hartree. All bound states together give $-0.168508$ hartree, a share $0.3370$ of the total $-0.500000$ hartree. The remainder, $-0.331492$ hartree or $0.6630$, belongs to the continuum. For the 1s level, a Born--Huang expansion restricted to bound states would miss two thirds of the leading nonadiabatic term; the share is particular to this level.

For the one-electron atom at rest, the diagonal correction supplies the whole first-order reduced-mass shift, and the nonadiabatic couplings enter only at order $\epsilon^2$. What remains is the moving atom, the density at the nucleus with the nuclear-size shift, the numerical values, and the limits of the result.
